Time-Step and Cell-Size Limits in Explicit Electrostatic Particle-in-Cell Simulation

**The physical question**

In a radio-frequency etching or sputtering discharge, ions fall through a sheath and strike the wall with an energy and an angle that govern the process. Part of the sheath voltage is set by the electron temperature. A particle simulation that heats its electrons numerically therefore predicts the wrong ion impact, even if it runs without any visible breakdown. What must the time step and the cell size satisfy to prevent this?

The two requirements differ in kind. For cold electrons the time step has a sharp stability limit, which thermal motion can lower. The cell size has none: a coarse grid drives an instability whose growth rate falls steeply, but not to zero, as the Debye length becomes resolved.

**The scheme**

Take one dimension x, electrons of charge −e and mass m, and fixed ions of uniform density n. Each computer particle i is a sheet carrying w electrons per unit area. Grid points are x_j = jΔx. Linear weighting uses the shape

S(x) = (1 − |x|/Δx)/Δx for |x| < Δx, and zero elsewhere.

One time step Δt is:

```
start: positions at t = 0, velocities at t = −Δt/2
repeat
  n_j  = Σ_i w S(x_j − x_i)              deposit
  ρ_j  = e (n − n_j)                     charge density
  solve (φ_{j+1} − 2φ_j + φ_{j−1})/Δx² = −ρ_j/ε₀
  E_j  = −(φ_{j+1} − φ_{j−1})/(2Δx)
  E(x_i) = Δx Σ_j E_j S(x_j − x_i)       interpolate
  v_i ← v_i − (e/m) E(x_i) Δt
  x_i ← x_i + v_i Δt                     boundaries
```

A step costs a number of operations proportional to the particle count, plus a field solve proportional to the cell count if a tridiagonal solver is used. If Δx is tied to the Debye length and Δt to the plasma period, the cell count of a fixed gap grows as √(n/T_e) and the steps per drive period as √n. At fixed particles per cell the cost per period thus grows as n/√T_e.

Below, T_e is an energy, v_t² = T_e/m, ω_p² = ne²/(ε₀m) and λ_D = v_t/ω_p. The analysis uses a periodic box without collisions. Perturbations vary as exp(ikx − iωt) with 0 < k < π/Δx. Growth means γ = Im ω > 0.

**The time-step limit**

Apply the leapfrog push to an oscillator of frequency Ω. Subtracting two successive position updates gives

x^{n+1} − 2x^n + x^{n−1} = −(ΩΔt)² x^n.

Insert x^n = z^n with z = exp(−iωΔt), and write a = ΩΔt. Dividing by z^n,

z + 1/z − 2 = −a².

The left side is 2cos(ωΔt) − 2 = −4 sin²(ωΔt/2), so

sin(ωΔt/2) = ΩΔt/2.

The two roots z have product 1. For a < 2 they are complex conjugates on the unit circle, and the motion is bounded. For a > 2 they are real and negative, z = −exp(±g), and one of them grows. Then −2cosh g − 2 = −a², and since 2cosh g + 2 = 4cosh²(g/2),

cosh(g/2) = a/2.

The growing solution changes sign at every step.

Accuracy is more demanding. With arcsin y ≈ y + y³/6,

ω = (2/Δt) arcsin(a/2) ≈ Ω(1 + a²/24).

At a = 0.2 the frequency is too high by 0.17 %.

**What the grid does to a wave**

Let the grid charge be ρ exp(ikx_j) and put θ = kΔx/2. The second difference multiplies φ by (2cos 2θ − 2)/Δx² = −K², and the centred difference multiplies it by iκ, with

K = 2 sin θ/Δx, κ = sin 2θ/Δx.

Hence φ = ρ/(ε₀K²) and

E = −iκρ/(ε₀K²).

The particles do not see a pure wave. The interpolated field times exp(−ikx) has period Δx, so it is a Fourier series, and the field contains all the wavenumbers

k_p = k − 2πp/Δx, p = 0, ±1, ±2, …

The amplitude at k_p is the average of E(x) exp(−ik_p x) over one cell. Because exp(ikx_j) = exp(ik_p x_j) at the grid points, this average is

E Σ_j ∫_cell S(x_j − x) exp[ik_p(x_j − x)] dx = E ∫ S(y) exp(ik_p y) dy = E S_p.

The sum over j has joined the cell integrals into one over all y. The triangle S is the convolution of two boxes of width Δx, so

S_p = [sin(k_pΔx/2)/(k_pΔx/2)]².

Deposition works in reverse. A particle density Σ_p n_p exp(ik_p x) appears on the grid as exp(ikx_j) Σ_p S_p n_p. The grid cannot tell the aliases apart.

**The dispersion relation**

Let the unperturbed distribution be n g(v), with g normalized to one. The linearized Vlasov equation for the part at k_p is

−i(ω − k_p v) f_p = (e/m) S_p E n g′(v),

so f_p = i(en/m) S_p E g′/(ω − k_p v). The grid charge is −e Σ_p S_p ∫f_p dv. Using e²n/m = ε₀ω_p²,

ρ = −iε₀ω_p² E Σ_p S_p² ∫ g′/(ω − k_p v) dv.

Put this into the grid field equation. The factors (−i)(−i) give −1, and E cancels:

1 = −(ω_p²κ/K²) Σ_p S_p² ∫ g′/(ω − k_p v) dv.

Integration by parts turns the integral into −k_p ∫ g/(ω − k_p v)² dv, hence

1 = (ω_p²κ/K²) Σ_p S_p² k_p ∫ g/(ω − k_p v)² dv.

For a Maxwellian g, define Z(ζ) = π^(−1/2) ∫ exp(−s²)/(s − ζ) ds for Im ζ > 0, continued analytically elsewhere. With v = √2 v_t s, ∫ g/(v − u) dv = Z(ζ)/(√2 v_t), where ζ = u/(√2 v_t). Differentiating with respect to u gives ∫ g/(v − u)² dv = Z′(ζ)/(2v_t²). Since g is even, the sign of k_p inside the square does not matter, and u = ω/|k_p| may be used. Therefore

1 = A Σ_p S_p² Z′(ζ_p)/k_p, A = ω_p²κ/(2v_t²K²), ζ_p = ω/(√2|k_p|v_t).

This treats time as continuous. That needs small ω_pΔt and also small |k_p|v_tΔt for the aliases that matter, so a thermal electron must cross only a small part of a cell per step. At ω_pΔt = 0.2, the finite step changes the largest growth rate found below by about 1 % at λ_D/Δx = 1. It lowers that rate by about a sixth at λ_D/Δx = 2 and by a factor of about a thousand at λ_D/Δx = 4.

**Cold plasma: the sharp limit**

For particles at rest the integral is 1/ω², so

ω² = (ω_p²κ/K²) Σ_p S_p² k_p.

Since k_pΔx/2 = θ − πp and sin²(θ − πp) = sin²θ,

Σ_p S_p² k_p = (2 sin⁴θ/Δx) Σ_p 1/(θ − πp)³.

Differentiate cot θ = Σ_p 1/(θ − πp) twice. The sum of inverse cubes is half of cot″θ, which is cos θ/sin³θ. The result is 2 sin θ cos θ/Δx = κ. With κ/K = cos θ,

ω = ω_p cos θ.

With finite Δt, the leapfrog push replaces ω² by 4 sin²(ωΔt/2)/Δt². Each wave is then the oscillator treated above with Ω = ω_p cos θ, and it is stable for

ω_pΔt cos(kΔx/2) < 2.

So, for cold electrons, ω_pΔt < 2 suffices for every wave in the box. It also becomes necessary as the box grows, because the longest wave then has cos θ → 1. In a box of 16 cells the longest wave has θ = π/16, and the limit is 2.0392. A particle run at 2.02 showed no growth beyond rounding. At 2.06 it grew by a factor exp(0.2856) = 1.33 per step, against a predicted exponent of 0.2855.

Thermal motion can lower this limit. Leave out the grid for a moment. A field kick given r steps ago has displaced an electron by r times the displacement of one step, but the thermal spread has blurred the resulting density wave by exp(−r²s²/2), with s = kv_tΔt. Summing over all past kicks, the field at step N obeys

E^N = −(ω_pΔt)² Σ_{r≥1} r exp(−r²s²/2) E^{N−r}.

A field that changes sign at every step with constant size therefore requires

1 = (ω_pΔt)² Σ_{r≥1} (−1)^{r+1} r exp(−r²s²/2).

As s → 0 the sum tends to 1/4, which gives back the cold limit of 2. Its largest value is 0.382, at s ≈ 1.14, so waves with kλ_D ≈ 0.7 already become unstable at ω_pΔt ≈ 1.62. On the grid, each alias k_p (defined above) enters the sum with the weight κk_pS_p²/K² and its own s = |k_p|v_tΔt. The same condition then gives a limit of about 1.7 at Δx = λ_D, while at Δx = 4λ_D it is back at about 2. A warm plasma should thus be run well below the cold limit.

**Warm plasma: growth without a threshold**

Write D(ω) = 1 − A Σ_p S_p² Z′(ζ_p)/k_p. For weak growth, expanding D about a real frequency gives

γ = −Im D/(∂Re D/∂ω).

At real ζ, Z′ = −2(1 + ζZ) and Im Z = √π exp(−ζ²), so Im Z′ = −2√π ζ exp(−ζ²) and

Im D = 2√π A Σ_p S_p² ζ_p exp(−ζ_p²)/k_p.

For long waves the p = 0 term gives Re D ≈ 1 − ω_p²/ω², whose slope at ω = ω_p is 2/ω_p. Terms with k_p > 0 then damp the wave, and terms with k_p < 0 make it grow. The reason lies in the field solve. A real wave of wavenumber k_p would have E = −iρ/(ε₀k_p), but the grid supplies −iκρ/(ε₀K²), whose sign is that of k. A backward alias thus acts on its resonant electrons with the wrong sign, and Landau damping turns into growth.

The long-wave limit shows why no threshold appears. True Landau damping carries exp(−ζ₀²). For small k the exponent ζ₀² grows as 1/(2k²λ_D²), so this factor vanishes faster than any power of k. For the aliases, S_p² ≈ k⁴/k_p⁴. Put q = 2π/Δx and suppose qλ_D ≫ 1, so that the alias exponentials are near one. The aliases p = ±1 have k_p = k ∓ q and contribute

S_p²ζ_p/k_p ≈ ± (k⁴ω_p/(√2v_t))/|k_p|⁶,

with the sign of k_p. Their sum contains

−1/(q − k)⁶ + 1/(q + k)⁶ ≈ −12k/q⁷.

With A ≈ ω_p²/(2v_t²k) and γ = −(ω_p/2) Im D,

γ ≈ √π ω_p · [ω_p²/(2v_t²k)] · [k⁴ω_p/(√2v_t)] · 12k/q⁷ = 3√(2π) ω_p k⁴/(λ_D³q⁷).

The pairs p = ±2, ±3, … add less than 1 %, since they scale as 1/|p|⁷. This growth is only algebraically small in k, so in a long enough box it beats Landau damping.

The largest growth occurs near the k where Landau damping takes over, which is set by kλ_D apart from a slow logarithmic drift. As long as qλ_D ≫ 1 and time may be treated as continuous, substituting k ∝ 1/λ_D gives a largest rate falling roughly as (Δx/λ_D)⁷. On coarser grids the fall is slower. The roots of the full dispersion relation, followed along the plasma branch, give:

λ_D/Δx = 0.05: γ/ω_p = 2.4×10⁻²
λ_D/Δx = 0.10: γ/ω_p = 1.4×10⁻²
λ_D/Δx = 0.20: γ/ω_p = 8.1×10⁻⁴
λ_D/Δx = 0.50: γ/ω_p = 1.3×10⁻⁶
λ_D/Δx = 1.00: γ/ω_p = 6.9×10⁻⁹

The last maximum lies at kΔx = 0.14, where the long-wave formula gives 7.5×10⁻⁹. At one cell per Debye length, a growth time is more than 10⁸/ω_p. The instability is still present but has no practical effect.

In the opposite limit, λ_D ≪ Δx, the exponential exp(−ζ₁²) of the nearest alias vanishes at any fixed k < π/Δx. Higher aliases can still resonate with thermal electrons, but their weights S_p² are small. The growth or damping of that wave therefore tends to zero, and its frequency approaches the cold result. Waves close to k = π/Δx are the last to do so, because their frequency ω_p cos θ is itself small. This concerns small waves in a plasma at rest; a drifting plasma is not covered.

A particle run tested the warm theory at λ_D/Δx = 0.05 in a box of three cells, which holds one nonzero wave. The measured growth rate was 0.0201 ω_p, within 1 % of the predicted root.

**From growth to heating**

Linear theory does not say how much energy the electrons gain. Two nonlinear runs answer this for one case. Both started from the same 43200 electrons in a box 360 λ_D long and ran for 400/ω_p at ω_pΔt = 0.2. Only the cells differed.

With Δx = λ_D, the total energy rose by 0.18 % of its initial value, while the kinetic energy ended 0.03 % below its start. The field, which started near zero, takes about 0.2 % from the kinetic energy within the first 10/ω_p or so and then stays level. After that the kinetic energy climbs slowly, and this slow heating is the gain in the total. The motion is chaotic, so these small figures shift by several hundredths of a per cent between reruns. With Δx = 20λ_D the total energy rose by 120 %, and the kinetic energy by a factor 2.16. The coarse run had 2400 particles per cell against 120 in the fine run, so many particles per cell did not prevent the heating. They did slow it: on the same coarse grid the factor is about 3.4 with 600 particles per cell and about 6.3 with 150. Another random draw of the 43200 velocities gives about 2.4. In all these runs the energy is still rising at the end.

The small gain in the resolved run cannot come from the linear instability, which is far too slow. Finite-particle noise is the likely cause, though this was not isolated. In the coarse run, the shares of alias growth and particle noise were not separated either. What the comparison establishes is that the cells make the difference.

**A discharge example**

Take model parameters n = 10¹⁶ m⁻³, T_e = 3 eV, a gap of 2.5 cm and a drive at 13.56 MHz. Then ω_p = 5.64×10⁹ rad/s and λ_D = 0.129 mm.

The cold stability limit is 2/ω_p = 354.5 ps, and the gridless thermal estimate 1.62/ω_p is 287 ps. The working step 0.2/ω_p is 35.45 ps, far below both. One drive period lasts 1/(13.56 MHz) = 73.7 ns and needs 2081 steps. Cells no larger than λ_D number 25 mm/0.1288 mm, rounded up to 195.

To see what false heating does to the ions, consider argon at a floating wall with a collisionless sheath. Ions enter it at the Bohm speed √(T_e/M), having gained T_e/2. Electrons must overcome the potential drop V, so only those with mv²/2 > eV arrive. At equal densities at the sheath edge, flux balance reads

∫_{v_c}^∞ v g dv = (v_t/√(2π)) exp(−eV/T_e) = √(T_e/M), with mv_c²/2 = eV.

Since v_t = √(T_e/m), taking the logarithm gives eV = (T_e/2) ln[M/(2πm)], and

E_i = T_e {1/2 + (1/2) ln[M/(2πm)]}.

For argon at 3 eV this is 15.5 eV. An ion with transverse temperature T_i has rms velocity √(T_i/M) in one transverse direction and normal velocity √(2E_i/M). For small angles the rms angle in that direction is

α ≈ √[T_i/(2E_i)].

With T_i = 0.03 eV, α = √(0.03/31.08) = 0.0311 rad = 1.78°.

Now suppose that false heating raises the electron energy by the factor found in the coarse run, and that the electrons then relax to a Maxwellian: T_e becomes 2.16 × 3 eV = 6.48 eV. The ion energy rises to 33.6 eV, and the angle shrinks to 1.21°. Under this assumption the simulated ions are too energetic and too well directed.

This is a sensitivity estimate. The factor 2.16 belongs to one run and its duration. The sheath drop depends on the fastest electrons, so a heated distribution that has not relaxed can give a quite different ion energy. A full discharge simulation would rebalance its power, losses and density. At a driven electrode the rectified sheath voltage adds to the ion energy. That voltage can itself depend on T_e, so the shift of 18 eV should not be carried over to such an electrode.

**Failure modes and checks**

Both conditions are local. The time step must suit the highest density reached anywhere, and the cells the smallest Debye length. A density that rises fourfold during start-up doubles ω_p and halves λ_D at fixed temperature, so a run that began within the limits can leave them.

The two failures begin differently. In linear theory, too long a time step gives a field that flips sign and grows at every step; how the growth ends is not covered here. Too coarse a grid can leave a run that looks healthy while its electrons warm. In a closed periodic test box, the total energy reveals this. In a driven discharge, the energy balance must include the power supplied and the losses to walls and collisions. Repeating the run with smaller cells, at unchanged particles per Debye length, is a direct check.

The limits belong to this scheme. Implicit methods change the time response, and energy-conserving methods change the force interpolation, so each needs its own dispersion relation. The numerical output follows.

Calculated quantities

```
COLD PLASMA, 16 cells, longest wave
working omega_p*dt: 0.20
frequency/omega_p, PIC: 0.982365
frequency/omega_p, theory: 0.982365
leapfrog frequency error, no grid: 0.167 %
omega_p*dt limit in this box: 2.0392
growth per step at 2.02, PIC: 3.1e-12
growth per step at 2.06, PIC: 0.2856
growth per step at 2.06, theory: 0.2855
ALIASING: largest growth on the scanned plasma branch
lambda_D/dx 0.05: growth/omega_p 2.41e-02 at k*dx 2.26
lambda_D/dx 0.10: growth/omega_p 1.37e-02 at k*dx 1.68
lambda_D/dx 0.20: growth/omega_p 8.09e-04 at k*dx 0.94
lambda_D/dx 0.50: growth/omega_p 1.32e-06 at k*dx 0.32
lambda_D/dx 1.00: growth/omega_p 6.90e-09 at k*dx 0.14
PARTICLE GROWTH TEST, lambda_D/dx = 0.05, 3 cells
k*dx: 2.0944
growth/omega_p, PIC: 0.02013
growth/omega_p, theory: 0.02007
frequency/omega_p, PIC: 0.52394
frequency/omega_p, theory: 0.52368
HEATING TEST, same particles and time step
particles: 43200; box: 360 lambda_D
duration: 400 / omega_p
total-energy change, dx = 1 lambda_D: 0.1805 %
total-energy change, dx = 20 lambda_D: 120.18 %
kinetic-energy ratio, dx = 1 lambda_D: 0.99968
kinetic-energy ratio, dx = 20 lambda_D: 2.1605
ARGON DISCHARGE EXAMPLE
electron density: 1.0e+16 m^-3
electron temperature: 3.00 eV
transverse ion temperature: 0.030 eV
gap: 2.50 cm; drive: 13.56 MHz
plasma angular frequency: 5.6415e+09 rad/s
Debye length: 0.1288 mm
time-step stability limit: 354.5 ps
working time step: 35.45 ps
steps per drive period: 2081
cells for dx <= lambda_D: 195
floating-wall ion energy: 15.54 eV
rms angle, one direction: 1.780 degrees
falsely heated electron temperature: 6.482 eV
ion energy after false heating: 33.57 eV
rms angle after false heating: 1.211 degrees
```
